# Lattice-harmonic solution for the Berry-curvature Hall current in strong fields, part 2

A two-dimensional crystal carries electrons in one band, separated from the others by a gap, in a static, uniform in-plane field $\mathbf E$ without a magnetic field. We seek the Hall current due to the band's Berry curvature beyond weak fields.

In the algebra $\hbar=e=1$, the electron has charge $-1$, and formulas are per spin; a spin degeneracy $g$ multiplies the currents. $\nabla$ and $\partial_a$ act on $\mathbf k$. The band has energy $\varepsilon$, cell-periodic state $|u\rangle$ and curvature

$$\Omega=i\big(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle\big).$$

To first order in the field, part (a) gave

$$\dot{\mathbf k}=-\mathbf E,\qquad v_x=\partial_x\varepsilon+E_y\Omega,\qquad v_y=\partial_y\varepsilon-E_x\Omega .$$

Collisions restore the equilibrium distribution $f_0$ at the rate $1/\tau$. The steady distribution $f$ obeys, from (b),

$$f-\tau\mathbf E\cdot\nabla f=f_0,\qquad f_{\mathbf R}=\frac{f^0_{\mathbf R}}{1-i\tau\mathbf E\cdot\mathbf R}.$$

Harmonics are labelled by lattice vectors $\mathbf R$, with $V_c$ the cell area and integrals over one zone:

$$f^0_{\mathbf R}=V_c\int\!\frac{d^2k}{(2\pi)^2}\,f_0(\mathbf k)\,e^{-i\mathbf k\cdot\mathbf R},$$

and likewise for $\Omega_{\mathbf R}$. From (c), the Berry current is $\mathbf j=\sigma_H\hat{\mathbf z}\times\mathbf E$, with

$$\sigma_H=\int\frac{d^2k}{(2\pi)^2}f\Omega=V_c^{-1}\sum_{\mathbf R}f_{\mathbf R}\Omega^*_{\mathbf R}.$$

Time reversal makes $\varepsilon$ and $f_0$ even and $\Omega$ odd in $\mathbf k$. For a field along $x$ the leading current is then, from (e),

$$j_y\simeq-\tau E^2D,\qquad D=\int\!\frac{d^2k}{(2\pi)^2}\,f_0\,\partial_x\Omega ,$$

where $D$ is the curvature dipole. For a square lattice of period $a$, $\mathbf R=a(n,m)$ and

$$\chi=Ea\tau,\qquad S_n=\frac1{a^2}\sum_mf^0_{nm}\Omega^*_{nm},\qquad \sigma_H=\sum_n\frac{S_n}{1-in\chi}.$$

The power series of $\sigma_H$ has coefficients $c_j=\sum_nS_n(in)^j$ of $\chi^j$. If infinitely many $S_n$ are nonzero, it diverges at every nonzero field and is only asymptotic.

**Part (f)** asks for the limit of $\sigma_H$ for large $E\tau$, first in general and then, more closely, for a time-reversal-symmetric band with the field along $x$.

**Solution.** Each term of $\sigma_H$ is bounded by $|f^0_{\mathbf R}\Omega_{\mathbf R}|/V_c$. These bounds have a finite sum, so the limit may be taken term by term:

$$\sigma_H\to\frac1{V_c}\sum_{\mathbf E\cdot\mathbf R=0}f^0_{\mathbf R}\Omega^*_{\mathbf R}.$$

If the field points along no lattice vector's perpendicular, $\mathbf R=0$ alone survives. There $f^0_0$ is the filling $\nu$. The zone integral of $\Omega$ is $2\pi C$ with $C$ the integer Chern number, so $\Omega_0=V_cC/2\pi$. The limit is $\sigma_H=\nu C/2\pi$, or $\nu Ce^2/h$ in ordinary units. Between collisions the drift path, folded back into the zone, is typically long and covers it almost evenly, so a typical electron samples the average curvature. The limit concerns large $\tau$ at a field still weak enough to leave the other bands empty.

With time reversal $C=0$. The weights $S_n$ are then imaginary, $S_n=ib_n$ with $b_{-n}=-b_n$, and $b_0=0$. Pairing $n$ with $-n$,

$$ib_n\left(\frac1{1-in\chi}-\frac1{1+in\chi}\right)=ib_n\frac{2in\chi}{1+n^2\chi^2}=-\frac{2b_nn\chi}{1+n^2\chi^2}.$$

Since $E=\chi/(a\tau)$, the Hall current $j_y=E\sigma_H$ is

$$\boxed{\,j_y=-\frac{2}{a\tau}\sum_{n\ge1}\frac{b_n}{n}\,\frac{n^2\chi^2}{1+n^2\chi^2}\,}$$

Each harmonic rises as $E^2$, reaches half its final value at $n\chi=1$, and levels off. The current saturates at $j_{\rm sat}=-(2/a\tau)\sum_{n\ge1}b_n/n$.

The saturation value has a direct meaning. Let $\bar\Omega(k_y)$ be the average of $\Omega$ over $k_x$, and define $W(\mathbf k)$ by $\partial_xW=\Omega-\bar\Omega$, with zero average over $k_x$. The part $\bar\Omega$ contributes nothing: integrated over $k_x$, the kinetic equation gives $f$ and $f_0$ the same average, which is even in $k_y$, while $\bar\Omega$ is odd. Integrating by parts and inserting $E\partial_xf=(f-f_0)/\tau$,

$$j_y=E\int\!\frac{d^2k}{(2\pi)^2}f\,\partial_xW=-E\int\!\frac{d^2k}{(2\pi)^2}W\,\partial_xf=\frac1\tau\int\!\frac{d^2k}{(2\pi)^2}W(f_0-f).$$

In a strong field $f$ becomes independent of $k_x$, its integral with $W$ vanishes, and

$$j_{\rm sat}=\frac1\tau\int\!\frac{d^2k}{(2\pi)^2}\,W f_0 .$$

During a drift $dk_x=-E\,dt$, and the curvature's part of the sideways step is $dy=-E\Omega\,dt=\Omega\,dk_x$. Apart from the part $\bar\Omega$, which cancels on average, a drift from one state to another displaces the electron by the difference of $W$. Collisions end drifts with distribution $f$ and start them with $f_0$. Once $f$ is uniform along $k_x$, a still stronger field makes the drift faster without enlarging the average displacement per collision, and the current is the charge density times the collision rate times a fixed average displacement.

### (g) What if energy is lost more slowly than momentum?

*Find the energy balance. Then add elastic collisions that reverse $\mathbf k$, and find the Hall current for a time-reversal-symmetric band.*

**Solution.** Multiply $f-\tau\mathbf E\cdot\nabla f=f_0$ by $\varepsilon$ and integrate by parts:

$$\int\!\frac{d^2k}{(2\pi)^2}\,\varepsilon(f-f_0)=-\tau\mathbf E\cdot\int\!\frac{d^2k}{(2\pi)^2}\,f\nabla\varepsilon=\tau\,\mathbf E\cdot\mathbf j_{\rm band}.$$

Here $\mathbf j_{\rm band}$ is the current of the ordinary velocity. The Berry current is perpendicular to $\mathbf E$ and does no work. The stored excess energy, divided by $\tau$, is the Joule power. A single $\tau$ thus makes collisions of every kind remove excess energy on average, although scattering by static disorder removes none.

Let $\tau_i$ now be the time for return to $f_0$, and let elastic collisions take $\mathbf k$ to $-\mathbf k$, a state of the same energy:

$$\mathbf E\cdot\nabla f=\frac{f-f_0}{\tau_i}+\frac{f(\mathbf k)-f(-\mathbf k)}{2\tau_e}.$$

Split $f=f^{+}+f^{-}$ into even and odd parts. The gradient exchanges parity, and the last term equals $f^-/\tau_e$. With $1/\tau_m=1/\tau_i+1/\tau_e$,

$$\mathbf E\cdot\nabla f^-=\frac{f^+-f_0}{\tau_i},\qquad \mathbf E\cdot\nabla f^+=\frac{f^-}{\tau_m}.$$

In harmonics the second equation reads $f^-_{\mathbf R}=i\tau_m(\mathbf E\cdot\mathbf R)f^+_{\mathbf R}$. Inserted in the first, it gives $-\tau_m\tau_i(\mathbf E\cdot\mathbf R)^2f^+_{\mathbf R}=f^+_{\mathbf R}-f^0_{\mathbf R}$, so that

$$f_{\mathbf R}=f^0_{\mathbf R}\,\frac{1+i\tau_m\mathbf E\cdot\mathbf R}{1+\tau_m\tau_i(\mathbf E\cdot\mathbf R)^2}.$$

The odd part alone meets the odd curvature. With $\chi=Ea\tau_m$ and $r=\tau_i/\tau_m$ the Hall current is

$$j_y=-\frac2{a\tau_m}\sum_{n\ge1}\frac{b_n}{n}\,\frac{n^2\chi^2}{1+r\,n^2\chi^2}.$$

The weak-field law contains $\tau_m$ alone. At fixed $\tau_m$ the saturation current falls as $1/r$, and all field scales fall as $1/\sqrt r$. For $r=1$ the earlier result returns.

### (h) A band with a curvature dipole

*With $\theta_x=k_xa$ and $\theta_y=k_ya$, consider $H=-t_0\cos\theta_x+\mathbf d\cdot\boldsymbol\sigma$, where*

$$\mathbf d=\big(-t_1\cos\theta_x+t_3(1-\cos\theta_y),\;t_2\sin\theta_y,\;\Delta\big).$$

*Find the curvature of the upper band and its symmetry.*

**Solution.** The bands are $\varepsilon_\pm=-t_0\cos\theta_x\pm|\mathbf d|$. Differentiating the eigenvalue equation of the upper state gives $\langle-|\partial_a+\rangle=\langle-|\partial_aH|+\rangle/(2|\mathbf d|)$. The definition of $\Omega$ becomes

$$\Omega=\frac{i}{4|\mathbf d|^2}\big(\langle+|\partial_xH|-\rangle\langle-|\partial_yH|+\rangle-(x\leftrightarrow y)\big).$$

The scalar term $-t_0\cos\theta_x$ has no matrix element between the two states, so $\partial_aH$ may be replaced by $\partial_a\mathbf d\cdot\boldsymbol\sigma$. Adding the intermediate state $|+\rangle$ changes nothing, since its contribution is symmetric in $x$ and $y$. The bracket is then the mean of a commutator,

$$\langle+|[\partial_x\mathbf d\cdot\boldsymbol\sigma,\partial_y\mathbf d\cdot\boldsymbol\sigma]|+\rangle=2i\,\frac{\mathbf d}{|\mathbf d|}\cdot(\partial_x\mathbf d\times\partial_y\mathbf d).$$

The cross product here has only a $z$ component, $a^2t_1t_2\sin\theta_x\cos\theta_y$. Therefore

$$\Omega=-\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3}=-\frac{a^2\Delta t_1t_2\sin\theta_x\cos\theta_y}{2|\mathbf d|^3}.$$

Complex conjugation changes the sign of $\sigma_y$, and $d_y$ is odd in $\mathbf k$ while $d_x$ and $d_z$ are even. Hence $H(-\mathbf k)^*=H(\mathbf k)$, which is time reversal. The Hamiltonian is also unchanged by $k_x\to-k_x$, a mirror that allows a dipole along $x$. The energy is even in $k_y$, so for a field along $x$ the ordinary velocity gives no current along $y$. The whole $j_y$ is the Berry current.

### (i) Numbers

*Take $t_1=t_2=t_3=\Delta=0.015$ eV, $t_0=0.008$ eV, $a=10$ nm, $\tau=0.5$ ps, a temperature of 50 K, spin degeneracy $g=2$ and a filling of 0.25 per spin. Find the currents for fields up to 5 kV/cm, and judge the approximations.*

**Solution.** In ordinary units $\chi=eEa\tau/\hbar$, which equals one at 1.32 kV/cm, and the factor $1/(a\tau)$ becomes

$$\frac{ge}{a\tau}=\frac{2\times1.602\times10^{-19}\ \text{C}}{10^{-8}\ \text{m}\times5\times10^{-13}\ \text{s}}=64.1\ \mu\text{A}/\mu\text{m}.$$

The density is $g\times0.25/a^2=5\times10^{11}$ cm$^{-2}$. The upper band extends from 0.013 to 0.055 eV, and the smallest energy difference between its bottom and the top of the lower band is 0.025 eV. On a grid of $128\times128$ wave vectors, a root search for the required filling gives a chemical potential of 0.0156 eV. Discrete Fourier transforms of $f_0$ and $\Omega$ then give

$$b_1=-6.09\times10^{-3},\quad b_2=4.09\times10^{-4},\quad b_3=-1.66\times10^{-4},$$

with $b_4$ and $b_5$ below $4\times10^{-6}$ in size. At 1 kV/cm, $\chi=0.760$. The first three terms of $\sigma_H=-2\sum_{n\ge1} b_nn\chi/(1+n^2\chi^2)$ are

$$5.87\times10^{-3}-0.38\times10^{-3}+0.12\times10^{-3}=5.61\times10^{-3},$$

and $j_y=64.1\times0.760\times5.61\times10^{-3}=0.273\ \mu$A/µm. The same sum at other fields gives the table. Its $E^2$ column is the leading law, and its last column takes $\tau_i=10\tau_m$ with $\tau_m=0.5$ ps held fixed. The current along the field, for the single $\tau$, is $j_x=-(ge/\hbar)\int\frac{d^2k}{(2\pi)^2}f\,\partial_x\varepsilon$. The transverse field is taken as zero, as with short-circuited sides; in a strip with open sides a transverse field would build up until the total $j_y$ vanished. All currents are in µA/µm.

| $E$ (kV/cm) | $j_x$ | $j_y$ | $E^2$ law | $j_y$, slow loss |
|---|---|---|---|---|
| 0.1 | 8.39 | 0.00424 | 0.00428 | 0.00401 |
| 0.3 | 24.2 | 0.0363 | 0.0385 | 0.0255 |
| 1.0 | 54.4 | 0.273 | 0.428 | 0.0647 |
| 2.0 | 52.2 | 0.528 | 1.71 | 0.0730 |
| 5.0 | 28.0 | 0.711 | 10.7 | 0.0756 |

The dipole, including spin, is $-0.231$ nm, or $-2.31$ Å. Relative to the full sum, the $E^2$ law is 6% too large at 0.3 kV/cm and 15 times too large at 5 kV/cm. The saturation current is

$$j_{\rm sat}=64.1\times2\left(6.09-\frac{0.409}{2}+\frac{0.166}{3}\right)\times10^{-3}=0.76\ \mu\text{A}/\mu\text{m},$$

or 7.6 mA/cm. Half of it is reached at 1.33 kV/cm, close to $\chi=1$, because the first harmonic dominates. With slow energy loss the saturation current is 0.076 µA/µm and the half-way field 0.42 kV/cm, as the factors $1/r$ and $1/\sqrt r$ require.

The divergence of the power series is visible already at 0.3 kV/cm. Relative to the full $j_y$, and with harmonics up to $|n|=16$ in the coefficients, the terms from $E^2$ to $E^{16}$ are

$$1.06,\ -0.072,\ 0.019,\ -0.010,\ -0.0004,\ 0.030,\ -0.15,\ 0.76 .$$

The small $E^{10}$ term is a cancellation: the harmonics up to $n=5$ would alone give $+0.012$, and the higher ones remove it. Beyond it the terms grow.

**Effects left out.** At 5 kV/cm the energy drop across one period is 0.005 eV. This exceeds both $\hbar/\tau=0.0013$ eV and the thermal energy of 0.0043 eV. That collisions still restore the field-free $f_0$ at an unchanged rate is then an assumption, and the values near saturation rest on it. The two-band Schrödinger equation was integrated through one full Bloch period, starting in the upper band at $k_x=0$, for 64 values of $k_y$. The largest share found in the lower band was 1.2% during the motion and 0.04% at the end. For this start, at which the coupling between the bands vanishes, lasting tunnelling is small, but a share of 1.2% means an amplitude of 0.11. Corrections to the anomalous velocity of relative order ten percent are therefore plausible at the worst wave vectors; this is an estimate, not a computed correction. Thermal holes in the lower band number $7\times10^{-4}$ per electron, and with the same $\tau$ they change $j_y$ at 2 kV/cm by $-0.2\%$.

The temperature matters too. At 2 kV/cm, raising it to 100 K at fixed $\tau$ and fixed density in the upper band lowers $j_y$ from 0.528 to 0.290. Thermal holes in the lower band are then no longer negligible: they number about 5% of the electrons and, with the net charge held fixed and the same $\tau$, bring $j_y$ down further, to about 0.27 µA/µm. At 50 K and the same field the mean electron energy lies 0.0065 eV above equilibrium, more than the thermal energy of 0.0043 eV. The Joule power is $52.2\ \text{A/m}\times2\times10^5\ \text{V/m}$, about 1040 W/cm², or about 1 mW for a square of side 10 µm. How far the lattice warms depends on the size of the sheet and on the heat path to its surroundings, and is not computed here.

**Beside a real material.** Graphene moiré superlattices have periods of roughly 10 nm and can have miniband widths and gaps of tens of meV. The field scale $\hbar/(ea\tau)$ is set by the period and the relaxation time, and is 1.3 kV/cm for the values used here. The low-field mobility of the example, about 10 500 cm²/Vs, is modest beside the cleanest graphene devices. The model is not their miniband structure: it has one time-reversal-symmetric band per spin, whereas graphene has two valleys exchanged by time reversal, and its dipole is no prediction for a sample. An assumption that needs checking in a real device is that energy is lost as fast as momentum. Collisions between electrons, which redistribute energy without removing it, are not treated separately here. Coulomb repulsion may also reshape the band itself: at a distance of one period the energy $e^2/(4\pi\epsilon_0\epsilon_ra)$ is 0.036 eV for a relative permittivity $\epsilon_r=4$ and 0.014 eV for $\epsilon_r=10$, against a band width of about 0.04 eV. The fixed one-electron band is therefore a further assumption. In the model of part (g), with elastic collisions that reverse $\mathbf k$, slower energy loss with $\tau_i=10\tau_m$ lowers $j_y$ at 2 kV/cm sevenfold. Skew scattering and side jumps from disorder also produce a Hall current even in the field, and their size cannot be found without a model of the disorder.

The longitudinal current sets one more condition. Between 1 and 2 kV/cm $j_x$ begins to fall with increasing field. Where it falls, a local rise of the field reduces the current there, so charge collects on the two sides of the region with the sign that raises the field further. A uniform field can then break up into domains. For the single $\tau$, the values of $j_y$ at 2 and 5 kV/cm apply only if the field is kept uniform, for instance by a sample or a pulse too short for domains to form. With $\tau_i=10\tau_m$ the field scales shrink by $\sqrt{10}$ and $j_x$ begins to fall near 0.4 kV/cm, so the slow-loss values from 1 kV/cm upward need the same condition.
